Testing a Dirac Code by Varying the Speed of Light

**A limit that gets worse as it is approached**

A Dirac matrix program is run for one electron bound to a point charge Z = 10, with the speed of light c as an input. As c grows, the 1s energy should settle on the Schrodinger value, −50 hartree. At c = 10³ the typical error of the computed eigenvalue is 8.6 × 10⁻¹¹ hartree. At c = 10⁶ it is 1.65 × 10⁻⁴ hartree, six orders of magnitude larger (each figure is an rms over ten nearby values of c, good to a few tens of percent), although the relativistic shift that remains there is 1.25 × 10⁻⁹ hartree. Yet the matrix stored in the computer at c = 10⁶ has an eigenvalue that is right to about 2 × 10⁻¹⁴ hartree.

The naive test of a four-component code, "make c huge and compare with Schrodinger", can therefore fail, when a dense eigensolver is given a matrix containing the 2c² shift, for a reason unrelated to the physics in the code. A better test needs to know how the energy depends on c, and how the rounding error does.

Hartree atomic units are used, because c must be a free number. The electron mass, ħ and e²/(4πε₀) equal one and stay fixed; the physical value is c = 1/α = 137.036. Energies exclude the electron rest energy, so at large c the negative-energy levels lie near −2c², which is −2mc² in SI. Nuclear motion, nuclear size and radiative effects are left out.

**What the energy should do**

For a central potential V(r), let P and Q be the large and small radial functions, and let κ be the Dirac angular number: −1 for s1/2, +1 for p1/2, −2 for p3/2. With π = d/dr + κ/r the radial equations are

V P + c (−d/dr + κ/r) Q = E P
c π P + (V − 2c²) Q = E Q.

When 2c² dominates, the second equation gives Q ≈ πP/(2c). The small-component basis must be able to represent this, so take real functions χ_i and write

P = Σ A_i χ_i,  Q = (1/2c) Σ B_i πχ_i.

This choice is called kinetic balance. Define the matrices

S_ij = ⟨χ_i|χ_j⟩, V_ij = ⟨χ_i|V|χ_j⟩,
T_ij = ½⟨πχ_i|πχ_j⟩, W_ij = ⟨πχ_i|V|πχ_j⟩.

T is the Schrodinger kinetic energy. To see this, expand the square for a real function f:

∫(f′ + κf/r)² dr = ∫[f′² + κ(f²)′/r + κ²f²/r²] dr.

Integration by parts turns the middle term into κ∫f²/r² dr, since f²/r vanishes at both ends. The sum is ∫[f′² + κ(κ+1)f²/r²] dr, and κ(κ+1) = l(l+1), with l the orbital number of the large component.

Now project the first radial equation on χ_i. Integration by parts moves −d/dr + κ/r from Q onto χ_i as π, and c · (1/2c)⟨πχ_i|πχ_j⟩ = T_ij. Project the second on πχ_i/(2c). There the term −2c² contributes −2c² · (1/4c²) · 2T = −T. With x = 1/c²,

V A + T B = E S A
T A + (xW/4 − T) B = (x/2) E T B.

The large number has disappeared, and c enters through x alone. Collect the B terms of the second row and define D(E) = W/4 − ET/2:

(T − xD) B = T A.

Inserting B in the first row gives

[V + T(T − xD)⁻¹T] A = E S A.

At x = 0 this is (V + T)A = ESA, the Schrodinger problem in the same basis, with B = A. For linearly independent functions πχ_i, T is positive definite and the inverse exists near x = 0. A nondegenerate level is then a simple root of a determinant analytic in E and x, so it has a series

E = a0 + a1 x + a2 x² + ...

This is what a correct code must reproduce.

**Coefficients that need no Dirac calculation**

A fit that yields three plausible numbers proves little unless the numbers are known independently. They follow from nonrelativistic vectors. First,

T(T − xD)⁻¹T = T + xD + x²DT⁻¹D + ...

D also depends on E. With D0 = D(a0), D = D0 − x a1T/2 + O(x²). To second order the equation becomes

[V + T + xD0 + x²G] A(x) = E S A(x),
G = D0T⁻¹D0 − a1T/2.

Let A and A_k be the normalized ground and excited nonrelativistic vectors, with energies a0 and E_k. Write A(x) = A + xA′ + x²A″ + ..., with A†SA(x) = 1, so that A†SA′ = 0. The terms of order x are

(V + T − a0S)A′ + D0A = a1SA.

Multiplication by A† removes the first term and gives

a1 = A†D0A = ¼A†WA − ½a0 A†TA.

Multiplication by A_k† gives the component of A′ along A_k as −A_k†D0A/(E_k − a0). In the x² terms, multiplication by A† removes A″, and the term a1A†SA′ is zero. What remains is a2 = A†GA + A†D0A′, or

a2 = A†D0T⁻¹D0A − ½a1A†TA − Σ_k |A_k†D0A|²/(E_k − a0).

In a1, the W term is the potential energy of the small component. The other term arises because the small component carries part of the norm. For 1s, P is proportional to r exp(−Zr), so πP = −ZP. Hence ⟨T⟩ = Z²/2 and ⟨W⟩ = Z²⟨V⟩ = −Z⁴, and with a0 = −Z²/2

a1 = −Z⁴/4 + Z⁴/8 = −Z⁴/8 = −1250 for Z = 10.

The closed Dirac-Coulomb energy is another check. With k = |κ| = j + ½ and s = Z²x,

E = (1/x){[1 + s/N²]^(−1/2) − 1},  N = n − k + √(k² − s).

To first order N = n − s/(2k), so s/N² = s/n² + s²/(n³k) + ... Using (1+u)^(−1/2) = 1 − u/2 + 3u²/8 then gives

a0 = −Z²/(2n²),
a1 = −Z⁴/(2n³) [1/(j+½) − 3/(4n)].

For n = k one has N² = n² − s, and the energy reduces to (1/x)[√(1 − s/n²) − 1]. Its next coefficient is a2 = −Z⁶/(16n⁶).

**Fit at moderate c**

The series suggests staying where the relativistic terms are large and reading off the limit by extrapolation. Too small a c brings in many powers of x; too large a c brings in noise. The example uses 25 values from c = 60 to 300 and a polynomial of degree 6 in x. At c = 60 the first two 1s corrections have sizes 1250/60² = 0.347 and 62 478/60⁴ = 0.0048 hartree. The fit is done in Chebyshev polynomials of the scaled variable and converted to powers afterwards; at this degree a least-squares fit in plain powers of the scaled variable gives the same a1.

Each level has six functions r^(l+1)exp(−ζr), with ζ = Z/n times ¼, ½, 1, 2, 4 and 8. The value ζ = Z/n supplies the nonrelativistic 1s or 2p function itself. Below, "matrix" denotes the perturbation formulas in this basis, and "closed" the expanded Dirac-Coulomb energy. The units of a1 and a2 are hartree times the second and fourth power of the atomic unit of velocity.

1s1/2: a1 = −1249.999998 (fit), −1250 (matrix and closed)
1s1/2: a2 = −62 478.42 (fit), −62 478.37 (matrix), −62 500.00 (closed)
2p1/2: a1 = −390.625 (fit, matrix and closed)
2p1/2: a2 = −20 073.66 (fit), −20 073.67 (matrix), −20 507.81 (closed)
2p3/2: a1 = −78.124999 (fit), −78.125 (matrix and closed)
2p3/2: a2 = −940.07 (fit), −940.04 (matrix), −976.56 (closed)

The intercepts are −50 and −12.5 hartree to the ten decimals printed. The two 2p levels share one intercept, as they should: spin-orbit splitting vanishes in this limit and first appears in a1.

The a2 values separate two kinds of error. The fit agrees with the matrix formula, so the code solves its matrix problem correctly. Both differ from the closed value, by 2.1 percent for 2p1/2, because the radial equations are solved only within the six chosen functions. The discrepancy starts at a2 because a1 needs only the nonrelativistic function, which the basis contains, whereas a2 also needs the response of the wave function. Adding functions need not shrink the discrepancy steadily, because it can only raise the first term of a2 and only lower the last. The close 1s agreement is in fact a cancellation: the first term is about 11 780 too low and the last about 11 800 too high. One more tight function, 16 times Z/n, raises the 1s discrepancy from 22 to 471 and the 2p1/2 one from 434 to 731; a set of seventeen functions brings both below 1. At the physical c, the a2 discrepancy for 2p1/2 predicts an energy error of 434/137.036⁴ = 1.23 × 10⁻⁶ hartree. The direct difference, between −12.52085844 and −12.52085966, is 1.22 × 10⁻⁶ hartree.

For 1s at physical c, the first-order shift is −1250/137.036² = −0.066564 hartree, or −1.8113 eV. The full matrix energy is −50.066742 hartree; the further −0.000178 hartree comes from a2 and higher terms.

**What the coefficients diagnose**

Two deliberate faults show why both the intercept and the slope are needed.

If W is omitted, the equation at x = 0 is unchanged, so the intercept stays correct. The slope becomes −½a0⟨T⟩ = +Z⁴/8. The fit indeed gives a0 = −50 and a1 = +1250: the Schrodinger limit is perfect, and the relativistic correction has the wrong sign. A test of the limit alone would pass this code.

If instead the small component of 2p1/2 is expanded in the functions χ_i themselves, kinetic balance is lost. In orthonormal bases the problem has the form

v α + c p β = E α
c p†α + (w − 2c²) β = E β,

where v and w are the potentials in the two sets, p† represents π and p represents −d/dr + κ/r. Eliminating β gives

[v + c²p(2c² + E − w)⁻¹p†] α = E α,

which tends to v + ½pp† as c → ∞. Here ½α†pp†α is half the squared norm of the projection of πP on the small basis. A projection cannot lengthen a vector, so this kinetic energy cannot exceed the true one, and the limiting energy cannot lie above the correct one. The fit gives −48.491 hartree instead of −12.5, in agreement with the lowest eigenvalue of v + ½pp†. The faulty energies follow a smooth series in 1/c² too, so a good fit does not by itself certify the limit.

**Where the digits go**

The same orthonormal form explains the opening numbers. Factor S = LL† and T = KK†, and set A = L⁻†α and B = √2 c K⁻†β. The small-component norm (x/2)B†TB then equals β†β, and the balanced equations take the form above with

v = L⁻¹VL⁻†, p = √2 L⁻¹K, w = ½K⁻¹WK⁻†.

The 2c² shift is back on the diagonal. A standard generalized eigensolver performs the same reduction internally, so handing it the balanced equations does not avoid the shift. Let ε = 2.22 × 10⁻¹⁶ be the machine epsilon. One might blame the storage of w − 2c², which loses digits of w at the level εc². At large c, however, β ≈ p†α/(2c), so that

β†β ≈ α†pp†α/(4c²) = ⟨T⟩/(2c²).

An error of order εc² in the lower block therefore moves the energy by only about ε⟨T⟩/2. Relative errors ε in the block cp matter equally little: the factor c there is cancelled by the 1/c in β. Storage is harmless at every c large enough for this estimate.

The eigensolver is different. It applies orthogonal transformations that mix large and small components. A standard backward error analysis says that the computed eigenvalues belong to a matrix changed by a small multiple of ε times its norm, here about 2c². Nothing confines this change to the lower block. Its part in the upper block shifts E directly, without the protecting factor 1/c². The expected typical error is therefore

δE ≈ 2ηεc²,

with η to be measured for the given solver and matrix. This is an estimate, and a solver that respects the block structure might do better.

The scan separates the two sources. Solved with 40 digits, the stored double-precision matrices give errors between 1.6 and 1.9 × 10⁻¹⁴ hartree from c = 10³ to 10⁶. The double-precision eigensolver, given the same matrices, has an error that grows as c^2.09 in a log-log fit, close to the expected square. The loss thus occurs inside the solver. That mixing is the mechanism is the error analysis's explanation; the scan does not test it separately.

**How large c may be**

From c near 10³ to 10⁴, the measured η is 0.224. The first-order correction is lost when |a1|/c² = 2ηεc², that is, at

c_x = [|a1|/(2ηε)]^(1/4) = [1250/(9.96 × 10⁻¹⁷)]^(1/4) ≈ 6.0 × 10⁴.

On fresh values of c, the quantity c²(E − a0), taken as an estimate of a1, has a relative rms error of 0.0057 around c_x/4, 2.0 around c_x and 522 around 4c_x. The noise law predicts 1/256 = 0.0039, 1 and 256. The measured errors are larger by factors of 1.5 to 2. Part of this comes from averaging c⁴ over values spread by about 20 percent around each center, which raises the rms by 1.2. The rest reflects sampling scatter: η was calibrated on only 30 energies. Several hundred energies at each c give values between 0.27 and 0.30 from c = 10³ to 10⁶, with no trend in c. Taking η = 0.28 raises the predicted errors by a further factor of 1.25 and lowers c_x by about 5 percent. Because of the fourth root, doubling η lowers c_x by only 16 percent.

Long before c_x, a one-point estimate of a1 stops improving. Its error is the neglected term plus noise,

|a2|/c² + 2ηεc⁴.

Setting the derivative −2|a2|/c³ + 8ηεc³ to zero gives

c_opt = [|a2|/(4ηε)]^(1/6) ≈ 2.6 × 10³.

The measured relative error there is 8.5 × 10⁻⁶. It is 6.9 × 10⁻⁵ around c_opt/3, where truncation dominates, and 5.9 × 10⁻⁴ around 3c_opt, where noise dominates. The fit at c between 60 and 300 found the same coefficient with an error of about 2 × 10⁻⁶ in 1250, a relative error of about 2 × 10⁻⁹. It wins because modelling the higher terms lets it stay at small c, where the rounding noise is low; the same fit moved to much larger c would lose this advantage. Its rms residual, 2.2 × 10⁻¹² hartree, lies within the range 2ηεc² spans across the window, from 4 × 10⁻¹³ to 9 × 10⁻¹² hartree.

These limits belong to this matrix and this solver; another library routine or another ordering of the rows keeps the c² growth but changes η by a factor of up to several. For another code η must be measured again. If no high-precision reference is available, the scatter of energies at neighboring large values of c, after subtraction of the fitted series, can serve.

**Removing the shift from the solver**

If large c is needed, one cure is to keep 2c² out of the numbers the solver handles. Write the balanced equations, before orthonormalization, as Hu = EMu, with M = diag(S, xT/2). Subtracting σMu from both sides and inverting gives

(H − σM)⁻¹M u = θ u,  θ = 1/(E − σ).

With M = RR† and y = R†u, this becomes the symmetric problem

R†(H − σM)⁻¹R y = θ y.

Choose σ below the lowest electronic level but far above −2c²; here σ = −60 hartree. The 1s level has the largest θ, about 0.1, and the negative-energy levels crowd near θ = −1/(2c²), close to zero. The energy is recovered as E = σ + 1/θ. An error δθ changes it by about δθ/θ², or 100 δθ, whatever the value of c.

In the same scan this solver's error stays between 1.5 and 2.2 × 10⁻¹⁴ hartree. At c = 10⁶ the conventional route has lost the relativistic shift of 1.25 × 10⁻⁹ hartree by a factor of about 10⁵, while the shifted inverse resolves it to roughly one part in 10⁵. These two figures are read from the scan. The numerical check asserts weaker bounds: the stored-matrix and shifted-inverse errors stay below 10⁻⁹ hartree, the eigensolver error at c = 10⁶ exceeds both by more than 10⁴, and its growth exponent lies within 0.25 of 2. It also asserts a0 and a1 against the matrix and closed values, a2 against the matrix formula, the two faults and the predicted ordering of errors around c_x and c_opt.

Computed results

```
Charge Z = 10; Slater functions per level = 6
Physical c = 137.035999 a.u.; 1 hartree = 27.211386 eV
Fit: c = 60 to 300 a.u., 25 points, degree 6
a0 in hartree; a1 in hartree*(a.u. of c)^2; a2 in hartree*(a.u. of c)^4
1s1/2 fit:     a0 -50.0000000000, a1 -1249.999998, a2 -62478.42
1s1/2 matrix:  a0 -50.0000000000, a1 -1250.000000, a2 -62478.37
1s1/2 closed:  a0 -50.0000000000, a1 -1250.000000, a2 -62500.00
1s1/2 rms fit residual = 2.2e-12 hartree
1s1/2 at physical c: matrix -50.06674195, closed -50.06674202 hartree
1s1/2 first-order shift = -0.06656419 hartree = -1.811304 eV
2p1/2 fit:     a0 -12.5000000000, a1 -390.625000, a2 -20073.66
2p1/2 matrix:  a0 -12.5000000000, a1 -390.625000, a2 -20073.67
2p1/2 closed:  a0 -12.5000000000, a1 -390.625000, a2 -20507.81
2p1/2 rms fit residual = 4.4e-12 hartree
2p1/2 at physical c: matrix -12.52085844, closed -12.52085966 hartree
2p1/2 first-order shift = -0.02080131 hartree = -0.566032 eV
2p3/2 fit:     a0 -12.5000000000, a1 -78.124999, a2 -940.07
2p3/2 matrix:  a0 -12.5000000000, a1 -78.125000, a2 -940.04
2p3/2 closed:  a0 -12.5000000000, a1 -78.125000, a2 -976.56
2p3/2 rms fit residual = 2.2e-12 hartree
2p3/2 at physical c: matrix -12.50416293, closed -12.50416303 hartree
2p3/2 first-order shift = -0.00416026 hartree = -0.113206 eV
1s1/2 without W: a0 = -50.00000000, a1 = 1250.00000
2p1/2 unbalanced: fitted a0 = -48.49135964, limit = -48.49135964 hartree
1s1/2 error scan in hartree; machine epsilon = 2.220e-16; sigma = -60.0
c (a.u.)    eigensolver   stored matrix   shifted inverse
1.000e+03   8.59e-11      1.90e-14        2.21e-14
3.162e+03   9.70e-10      1.61e-14        1.49e-14
1.000e+04   1.37e-08      1.63e-14        1.85e-14
3.162e+04   1.25e-07      1.60e-14        1.87e-14
1.000e+05   1.99e-06      1.70e-14        1.63e-14
3.162e+05   1.28e-05      1.93e-14        1.57e-14
1.000e+06   1.65e-04      1.74e-14        1.50e-14
Eigensolver error grows as c^2.090; eta (c near 1e3 to 1e4) = 0.2242
Predicted signal-noise crossing c_x = 5.953e+04 a.u.
Relative a1 error at c_x/4, c_x, 4c_x: 5.71e-03, 2.00e+00, 5.22e+02
Predicted best one-point c_opt = 2.607e+03 a.u.
Relative a1 error at c_opt/3, c_opt, 3c_opt: 6.93e-05, 8.53e-06, 5.93e-04
```
